# The fastest pulse time in self-limiting deposition with dead time: verification in Python

```python
"""Best pulse time for self-limiting deposition with a fixed dead time.

Result under test: with first-order saturation, coverage = 1 - exp(-x), the
growth per unit time (1 - exp(-x))/(x + d) is greatest at exp(x) = 1 + x + d.
x = rate constant * pulse time, d = rate constant * dead time (d > 0).
Rates without units are in (saturated growth per cycle) * (rate constant).
Example: aluminium oxide from trimethylaluminium and water, rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import lambertw


def optimum_formula(d):
    """Positive root of exp(x) = 1 + x + d by the lower Lambert branch."""
    return float(-1 - d - lambertw(-np.exp(-1 - d), -1).real)


def integrate(rhs, span, start, **options):
    return solve_ivp(rhs, span, start, method="DOP853",
                     rtol=1e-12, atol=1e-14, **options)


def coverage_curve(order):
    """Coverage from the rate equation, solved numerically."""
    run = integrate(lambda x, c: (1 - c)**order, (0, 20), [0.0],
                    dense_output=True, max_step=0.1)
    return lambda x: float(run.sol(x)[0])


def best_pulse(growth, d):
    """Direct numerical maximum of growth per unit time."""
    found = minimize_scalar(lambda x: -growth(x) / (x + d),
                            bounds=(1e-6, 19), method="bounded",
                            options={"xatol": 1e-9})
    return float(found.x)


# ---------- example inputs (SI inside the program) ----------
temperature = 473.0
precursor_torr, total_torr = 0.01, 1.0
sticking = 1e-3
molar_mass, oxide_molar_mass = 72.09, 101.96       # g/mol
film_density = 3.0                                 # g/cm3
growth_sat = 0.1                                   # nm per cycle
dead_time, purge_time = 4.0, 1.9                   # s
length, width, height = 0.15, 0.15, 0.02           # m, flow channel
flow_sccm = 500.0
diffusivity = 0.02                                 # m2/s
slow_fraction, slow_ratio = 0.2, 0.1
regenerated = 0.9

kT = const.k * temperature
mass = molar_mass * 1e-3 / const.N_A
pressure = precursor_torr * const.torr
gas_density = pressure / kT
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
al_density = 2 * film_density * 1e6 / oxide_molar_mass * const.N_A
sites = al_density * growth_sat * 1e-9
k = sticking * flux / sites
d = k * dead_time
x_opt = optimum_formula(d)
pulse = x_opt / k
cov_opt = 1 - np.exp(-x_opt)

# ---------- flux from the Maxwell velocity distribution ----------
spread = np.sqrt(kT / mass)
mean_inward = quad(lambda v: v * np.exp(-v**2 / 2) / np.sqrt(2 * np.pi),
                   0, 12)[0] * spread
assert abs(gas_density * mean_inward / flux - 1) < 1e-8

# ---------- saturation law from random hits on individual sites ----------
rng = np.random.default_rng(7)
site_count = 400000
for dose in (0.5, x_opt):
    hits = rng.integers(site_count, size=int(dose * site_count))
    filled = np.mean(np.bincount(hits, minlength=site_count) > 0)
    assert abs(filled - (1 - np.exp(-dose))) < 0.004   # random scatter

# ---------- optimum: direct search against the formula ----------
first_order = coverage_curve(1)
scan = np.linspace(0.01, 19, 800)
scan_growth = np.array([first_order(x) for x in scan])
dead_values = [0.05, 0.5, 5.0, 50.0, 500.0]
found_values = []
for dead in dead_values:
    x_found = best_pulse(first_order, dead)
    x_form = optimum_formula(dead)
    rate_found = first_order(x_found) / (x_found + dead)
    assert abs(x_found - x_form) < 2e-4       # flat top limits the search
    assert abs(rate_found / np.exp(-x_form) - 1) < 1e-7
    assert abs(first_order(x_found)
               - (x_form + dead) / (1 + x_form + dead)) < 2e-4
    assert np.all(scan_growth / (scan + dead) <= rate_found * (1 + 1e-9))
    found_values.append(x_found)
found_values = np.array(found_values)
assert np.all(np.diff(found_values) > 0)
assert np.all(np.diff(found_values / np.array(dead_values)) < 0)

# slope of the optimum with dead time, from two direct searches
slope = (best_pulse(first_order, 5.5) - best_pulse(first_order, 4.5))
assert abs(slope * np.expm1(optimum_formula(5.0)) - 1) < 0.01

# without dead time the rate only falls as the pulse grows
assert np.all(np.diff(scan_growth / scan) < 0)
assert abs(first_order(1e-3) / 1e-3 - 1) < 1e-3

# limiting forms against direct searches
small = 0.01
assert abs(best_pulse(first_order, small)
           - (np.sqrt(2 * small) - small / 3)) < 2e-4
large_form = np.log(1 + d + np.log(1 + d))
assert abs(best_pulse(first_order, d) - large_form) < 0.01
assert abs(found_values[-1] - np.log(501 + np.log(501))) < 3e-4

# ---------- flatness and sensitivity at the example optimum ----------
def rate(x):
    return first_order(x) / (x + d)


step = 0.02
curvature = (rate(x_opt + step) - 2 * rate(x_opt)
             + rate(x_opt - step)) / step**2 / rate(x_opt)
assert abs(-curvature * (x_opt + d) - 1) < 1e-3
sensitivity = x_opt / (x_opt + d)
numeric_sens = (np.log(first_order(1.001 * x_opt))
                - np.log(first_order(0.999 * x_opt))) / np.log(1.001 / 0.999)
assert abs(numeric_sens / sensitivity - 1) < 1e-4
loss_long = 1 - rate(1.2 * x_opt) / rate(x_opt)
loss_estimate = (0.2 * x_opt)**2 / (2 * (x_opt + d))

# ---------- neglected effect: depletion along the channel ----------
exposed_area = 2 * length * width
molecule_flow = flow_sccm * 1e-6 / 60 * const.atm / (const.k * 273.15)
supply = molecule_flow * precursor_torr / total_torr
depletion = sticking * flux * exposed_area / supply
position = np.linspace(0, depletion, 61)


def channel_rhs(x, cov):
    free = 1 - cov
    return free * np.exp(-cumulative_trapezoid(free, position, initial=0))


def channel_coverage(x, z):
    return np.expm1(x) / (np.exp(x) + np.exp(z) - 1)


channel = integrate(channel_rhs, (0, x_opt), np.zeros(position.size))
assert np.max(np.abs(channel.y[:, -1]
                     - channel_coverage(x_opt, position))) < 1e-5
cov_outlet = channel.y[-1, -1]


def depleted_growth(x):
    return trapezoid(channel_coverage(x, position), position) / depletion


# ---------- neglected effect: gradual filling and emptying ----------
volume = length * width * height
residence = volume * total_torr * const.torr / kT / molecule_flow
rise = integrate(lambda t, c: k * (1 - np.exp(-t / residence)) * (1 - c),
                 (0, pulse), [0.0])
top = 1 - np.exp(-pulse / residence)
tail = integrate(lambda t, c: k * top * np.exp(-t / residence) * (1 - c),
                 (0, purge_time), [rise.y[0, -1]])
cov_pulse_end, cov_purged = rise.y[0, -1], tail.y[0, -1]
assert abs(cov_purged - cov_opt) < 1e-8

# ---------- neglected effect: diffusion across half the channel ----------
uptake_ratio = sticking * flux / gas_density * (height / 2) / diffusivity
delay = uptake_ratio * cov_opt / k
slowed = integrate(lambda t, c: k * (1 - c) / (1 + uptake_ratio * (1 - c)),
                   (0, pulse + delay), [0.0])
assert abs(slowed.y[0, -1] - cov_opt) < 1e-8

# ---------- neglected effects: other site kinetics ----------
def slow_site_growth(x):
    return ((1 - slow_fraction) * -np.expm1(-x)
            + slow_fraction * -np.expm1(-slow_ratio * x))


def partly_regenerated_growth(x):
    left = np.exp(-x)
    return regenerated * (1 - left) / (1 - (1 - regenerated) * left)


start = 0.0
for cycle in range(12):
    end = integrate(lambda x, c: 1 - c, (0, x_opt), [start]).y[0, -1]
    gained = end - start
    start = (1 - regenerated) * end
assert abs(gained - partly_regenerated_growth(x_opt)) < 1e-9

second_order = coverage_curve(2)
assert abs(best_pulse(second_order, d) - np.sqrt(d)) < 2e-4

# ---------- printed numbers ----------
print("INPUTS (rough typical values)")
print(f"temperature: {temperature:.0f} K")
print(f"precursor pressure: {precursor_torr:.3f} Torr")
print(f"total pressure: {total_torr:.1f} Torr")
print(f"sticking probability: {sticking:.4f}")
print(f"precursor molar mass: {molar_mass:.2f} g/mol")
print(f"film density: {film_density:.1f} g/cm3")
print(f"saturated growth: {growth_sat:.2f} nm/cycle")
print(f"dead time: {dead_time:.1f} s, first purge {purge_time:.1f} s")
print(f"channel: {length*100:.0f} x {width*100:.0f} x {height*100:.0f} cm")
print(f"carrier flow: {flow_sccm:.0f} sccm")
print(f"diffusivity: {diffusivity*1e4:.0f} cm2/s")
print("OPTIMUM")
print(f"impingement flux: {flux*1e-18:.4g} molecules/(nm2 s)")
print(f"site density: {sites*1e-18:.3f} per nm2")
print(f"rate constant k: {k:.3f} 1/s")
print(f"d: {d:.3f} (no unit)")
print(f"best x: {x_opt:.4f}, large-d form {large_form:.4f} (no unit)")
print(f"exp(x): {np.exp(x_opt):.3f}, 1+x+d: {1+x_opt+d:.3f} (no unit)")
print(f"best pulse: {pulse:.3f} s, cycle {pulse+dead_time:.3f} s")
print(f"coverage at best pulse: {100*cov_opt:.2f} %")
print(f"growth at best pulse: {growth_sat*cov_opt:.4f} nm/cycle")
best_rate = growth_sat * rate(x_opt) * k * 60
print(f"greatest growth rate: {best_rate:.4f} nm/min")
print("COMPARISON, 20 nm film")
for label, x in (("best", x_opt), ("99 %", np.log(100)),
                 ("99.9 %", np.log(1000))):
    cycles = int(np.ceil(20 / (growth_sat * first_order(x))))
    minutes = cycles * (x / k + dead_time) / 60
    sens = x / np.expm1(x)
    print(f"{label}: pulse {x/k:.3f} s, {growth_sat*rate(x)*k*60:.4f} nm/min,"
          f" {cycles} cycles, {minutes:.2f} min, sensitivity {sens:.4f}")
print(f"pulse 20 % too long: rate loss {100*loss_long:.3f} %,"
      f" quadratic estimate {100*loss_estimate:.3f} %")
print("GENERAL VALUES (no unit)")
for dead, x in zip(dead_values, found_values):
    print(f"d {dead:g}: best x {x:.3f}, coverage {first_order(x):.4f}")
print("STICKING PROBABILITY VARIED")
for factor in (0.3, 3.0):
    x = optimum_formula(factor * d)
    print(f"sticking {factor*sticking:.4f}: best pulse {x/(factor*k):.3f} s,"
          f" coverage {-100*np.expm1(-x):.2f} %")
print("NEGLECTED EFFECTS")
print(f"depletion z: {depletion:.3f} (no unit)")
print(f"outlet coverage at simple best pulse: {100*cov_outlet:.2f} %")
print(f"gas residence time: {residence*1000:.1f} ms")
print(f"gradual gas: coverage {100*cov_pulse_end:.2f} % at pulse end,"
      f" {100*cov_purged:.2f} % after purge")
print(f"cross diffusion: B {uptake_ratio:.4f}, delay {delay*1000:.2f} ms")
print(f"slow sites: fraction {slow_fraction:.1f}, rate ratio {slow_ratio:.1f}")
print(f"water regenerates: {100*regenerated:.0f} % of used sites")
for label, growth in (("depletion, channel mean", depleted_growth),
                      ("slow sites", slow_site_growth),
                      ("partial regeneration", partly_regenerated_growth),
                      ("second-order saturation", second_order)):
    x_new = best_pulse(growth, d)
    new_rate = growth(x_new) / (x_new + d)
    loss = 1 - growth(x_opt) / (x_opt + d) / new_rate
    print(f"{label}: best pulse {x_new/k:.3f} s,"
          f" rate {growth_sat*new_rate*k*60:.4f} nm/min,"
          f" loss with simple pulse {100*loss:.3f} %")
print("no test failed")
```

Output:

```
INPUTS (rough typical values)
temperature: 473 K
precursor pressure: 0.010 Torr
total pressure: 1.0 Torr
sticking probability: 0.0010
precursor molar mass: 72.09 g/mol
film density: 3.0 g/cm3
saturated growth: 0.10 nm/cycle
dead time: 4.0 s, first purge 1.9 s
channel: 15 x 15 x 2 cm
carrier flow: 500 sccm
diffusivity: 200 cm2/s
OPTIMUM
impingement flux: 1.902e+04 molecules/(nm2 s)
site density: 3.544 per nm2
rate constant k: 5.368 1/s
d: 21.472 (no unit)
best x: 3.2472, large-d form 3.2420 (no unit)
exp(x): 25.719, 1+x+d: 25.719 (no unit)
best pulse: 0.605 s, cycle 4.605 s
coverage at best pulse: 96.11 %
growth at best pulse: 0.0961 nm/cycle
greatest growth rate: 1.2523 nm/min
COMPARISON, 20 nm film
best: pulse 0.605 s, 1.2523 nm/min, 209 cycles, 16.04 min, sensitivity 0.1314
99 %: pulse 0.858 s, 1.2227 nm/min, 203 cycles, 16.44 min, sensitivity 0.0465
99.9 %: pulse 1.287 s, 1.1338 nm/min, 201 cycles, 17.71 min, sensitivity 0.0069
pulse 20 % too long: rate loss 0.677 %, quadratic estimate 0.853 %
GENERAL VALUES (no unit)
d 0.05: best x 0.300, coverage 0.2595
d 0.5: best x 0.858, coverage 0.5759
d 5: best x 2.091, coverage 0.8764
d 50: best x 4.007, coverage 0.9818
d 500: best x 6.229, coverage 0.9980
STICKING PROBABILITY VARIED
sticking 0.0003: best pulse 1.412 s, coverage 89.71 %
sticking 0.0030: best pulse 0.264 s, coverage 98.56 %
NEGLECTED EFFECTS
depletion z: 0.382 (no unit)
outlet coverage at simple best pulse: 94.40 %
gas residence time: 41.0 ms
gradual gas: coverage 95.15 % at pulse end, 96.11 % after purge
cross diffusion: B 0.0466, delay 8.34 ms
slow sites: fraction 0.2, rate ratio 0.1
water regenerates: 90 % of used sites
depletion, channel mean: best pulse 0.640 s, rate 1.2427 nm/min, loss with simple pulse 0.077 %
slow sites: best pulse 0.691 s, rate 1.0774 nm/min, loss with simple pulse 0.312 %
partial regeneration: best pulse 0.586 s, rate 1.1317 nm/min, loss with simple pulse 0.020 %
second-order saturation: best pulse 0.863 s, rate 1.0148 nm/min, loss with simple pulse 1.831 %
no test failed
```
